# Mean-field Potts model of an equiatomic alloy

A rigid lattice of \(N\) sites, each with \(z\) nearest neighbours, is filled by \(q\ge 2\) atomic species in equal overall amounts. A nearest-neighbour pair of unlike atoms costs an energy \(V>0\), the same for all unlike pairs; a like pair costs nothing. Vibrations, strain and vacancies are ignored.

Use the mean-field approximation: site \(i\) holds species \(a\) with probability \(x_{ia}\), independently of the other sites. In the algebra \(k_B=1\), so \(T\) is an energy. Write \(J=zV\) and \(K=J/T\).

## Part (a)

**Question.** Write the free energy for arbitrary site compositions. Show that the equiatomic alloy is governed by the minimum of a function of one composition, and say what kind of order can result.

**Answer.** Let \(\mathbf x_i\) be the vector of the \(x_{ia}\). Independent neighbours are alike with probability \(\mathbf x_i\cdot\mathbf x_j\), so

\[
F=V\sum_{\langle ij\rangle}(1-\mathbf x_i\cdot\mathbf x_j)+T\sum_{i,a}x_{ia}\ln x_{ia}.
\]

Insert \(\mathbf x_i\cdot\mathbf x_j=\tfrac12(|\mathbf x_i|^2+|\mathbf x_j|^2)-\tfrac12|\mathbf x_i-\mathbf x_j|^2\). There are \(Nz/2\) pairs and each site belongs to \(z\) of them, hence

\[
F=\sum_i f(\mathbf x_i)+\frac V2\sum_{\langle ij\rangle}|\mathbf x_i-\mathbf x_j|^2,
\]
\[
f(\mathbf x)=\frac J2\Bigl(1-\sum_a x_a^2\Bigr)+T\sum_a x_a\ln x_a .
\]

Since \(V>0\), the last sum in \(F\) is not negative, and \(F\ge N\min f\).

This bound can be approached at equal overall composition. Because \(f\) is unchanged by permuting species, the \(q\) cyclic permutations of a minimizer are also minimizers. Large regions of these, in equal amounts, contain each species with average fraction \(\frac1q\sum_a x_a=\frac1q\). The extra cost comes from the interfaces and vanishes per site for large regions. Thus \(F/N\to\min f\).

Any order that unlike-pair repulsion produces is therefore demixing: when the minimizer of \(f\) is not uniform, the alloy forms large regions of different composition, not alternating sublattices. For \(V<0\) the difference term would reward contrast between neighbours, and this argument would no longer guarantee the bound.

## Part (b)

**Question.** What forms can a minimizer of \(f\) take? If it is not uniform, how much of each phase is present?

**Answer.** The slope of \(x\ln x\) tends to \(-\infty\) as \(x\to0\), so every \(x_a\) is positive at a minimum. With a multiplier \(\lambda\) for \(\sum_a x_a=1\), stationarity reads

\[
-Jx_a+T(\ln x_a+1)=\lambda ,
\]

so \(\ln x_a-Kx_a\) has the same value for every species. This function of \(x\) rises for \(x<1/K\) and falls for \(x>1/K\). It takes a given value at most twice, once on each side of \(1/K\).

Suppose two species share the larger value \(x>1/K\). Move an amount \(\varepsilon\) from one to the other. The first-order change cancels. The second derivative of \(f\) with respect to each fraction is \(T/x-J\), so the change is

\[
2\cdot\frac{\varepsilon^2}{2}\left(\frac Tx-J\right)=\varepsilon^2\left(\frac Tx-J\right)<0 .
\]

Such a state is not a minimum. A minimizer is therefore uniform or has one rich species and \(q-1\) equally poor ones:

\[
x_r=\frac{1+(q-1)m}{q},\qquad x_p=\frac{1-m}{q},\qquad m=x_r-x_p\ge0 .
\]

The order parameter \(m\) measures enrichment inside a phase. Suppose only the \(q\) rich phases are present. If the phase rich in \(a\) occupies a fraction \(w_a\), conservation of species \(a\) requires

\[
w_ax_r+(1-w_a)x_p=x_p+w_am=\frac1q .
\]

Since \(1/q-x_p=m/q\), this gives \(w_a=1/q\) when \(m\ne0\). If the uniform composition is also a minimizer, as happens at the transition of part (d), it may occupy any fraction \(w_0\). The balance \(w_ax_r+w_0/q+(1-w_0-w_a)x_p=1/q\) then gives \(w_am=(1-w_0)m/q\), so \(w_a=(1-w_0)/q\).

## Part (c)

**Question.** Find \(\varphi(m)=[f(m)-f(0)]/T\), its derivative, and the temperature at which the uniform state loses local stability.

**Answer.** The sum of squares is

\[
\sum_a x_a^2=\frac{[1+(q-1)m]^2+(q-1)(1-m)^2}{q^2}
=\frac1q+\frac{q-1}{q}m^2,
\]

because the terms linear in \(m\) cancel and the quadratic ones add to \((q-1)^2+(q-1)=q(q-1)\). Subtracting the uniform entropy term, \(-\ln q\), gives

\[
\begin{aligned}
\varphi={}&\frac{1+(q-1)m}{q}\ln[1+(q-1)m]\\
&+\frac{(q-1)(1-m)}{q}\ln(1-m)-\frac{K(q-1)}{2q}m^2 .
\end{aligned}
\]

On differentiation the constants from the two logarithmic terms cancel:

\[
\varphi'=\frac{q-1}{q}\,[L(m)-Km],\qquad
L(m)=\ln\frac{1+(q-1)m}{1-m}.
\]

At the uniform composition the second derivative of \(f\) with respect to each fraction is \(qT-J\), and the mixed derivatives vanish. Local stability is therefore lost in every composition direction at \(T_0=J/q\). This need not be the transition, because a distant minimum may become lower first.

## Part (d)

**Question.** For \(q>2\), find the transition temperature and the value to which \(m\) jumps. Prove that no other state is lower at the transition.

**Answer.** The expression for \(\varphi\) is defined for \(-1/(q-1)<m<1\). Measure \(m\) from the midpoint of this interval:

\[
m=m_0+u,\qquad m_0=\frac{q-2}{2(q-1)} .
\]

Then

\[
1+(q-1)m=\frac q2+(q-1)u,\qquad
1-m=\frac{q/2-(q-1)u}{q-1},
\]

and, using \(\ln[(1+y)/(1-y)]=2\,\mathrm{artanh}\,y\),

\[
L=\ln(q-1)+2\,\mathrm{artanh}\frac{2(q-1)u}{q}.
\]

The bracket in \(\varphi'\) is now

\[
\ln(q-1)-Km_0+2\,\mathrm{artanh}\frac{2(q-1)u}{q}-Ku .
\]

Its constant part vanishes when \(K=K_c\), with

\[
K_c=\frac{\ln(q-1)}{m_0}=\frac{2(q-1)\ln(q-1)}{q-2}.
\]

At \(K_c\) the derivative is odd in \(u\), so \(\varphi\) is even about \(m_0\). Consequently \(\varphi(2m_0)=\varphi(0)=0\).

It remains to show that these two points are the lowest. At \(K_c\) the bracket is

\[
A(u)=2\,\mathrm{artanh}\frac{2(q-1)u}{q}-K_cu,\qquad
A'(0)=\frac{4(q-1)}q-K_c .
\]

This slope is negative if \(\ln(q-1)>2(q-2)/q\). Put \(y=(q-2)/q\), which lies between 0 and 1. Then \(2\,\mathrm{artanh}\,y=\ln(q-1)\), and \(\mathrm{artanh}\,y>y\) proves the inequality.

For \(u>0\), \(A\) is strictly convex, starts from zero downwards and diverges to \(+\infty\) at the end of the interval. It has one positive zero, crossed upwards. Since \(\varphi'(0)=0\), \(u=-m_0\) is a zero, and by oddness the positive one is \(u=m_0\). Thus \(\varphi\) has a maximum at \(m_0\) and two equal minima, at \(m=0\) and

\[
\boxed{m_*=2m_0=\frac{q-2}{q-1}} .
\]

For another temperature,

\[
\varphi_K(m)=\varphi_{K_c}(m)-\frac{(K-K_c)(q-1)}{2q}m^2 .
\]

If \(K<K_c\), this is positive for every \(m\ne0\), and the alloy is uniform. If \(K>K_c\), then \(\varphi_K(m_*)<0\), and it demixes. The transition is at

\[
\boxed{T_c=\frac{J}{K_c}=\frac{J(q-2)}{2(q-1)\ln(q-1)}} .
\]

The order parameter does not grow from zero. The upward crossing at \(u=m_0\), with \(A'\) even, gives \(A'(-m_0)=q-K_c>0\). So \(m=0\) is still a local minimum just below \(T_c\), with \(\varphi_K>0\) in a fixed neighbourhood around it. By continuity the global minimizer approaches the other zero of \(\varphi_{K_c}\), namely \(m_*\), as \(T\to T_c\) from below.

## Part (e)

**Question.** At \(T_c\), with \(q>2\), find the phase compositions, latent heat, entropy jump and barrier between the minima. How far above \(T_c\) can the rich state survive as a local minimum?

**Answer.** Substituting \(m_*\) gives \(x_r=(q-1)/q\) and \(x_p=1/[q(q-1)]\). The energy per site is \(\frac J2(1-\sum_a x_a^2)\), so the uniform state lies higher by

\[
\Delta e=\frac{J(q-1)}{2q}m_*^2=\frac{J(q-2)^2}{2q(q-1)} .
\]

The free energies are equal, hence \(\Delta e=T_c\Delta s\) and

\[
\Delta s=\frac{\Delta e}{T_c}=\frac{q-2}{q}\ln(q-1).
\]

At the maximum, \(x_r=\frac12\) and \(x_p=1/[2(q-1)]\). Using \(K_cm_0=\ln(q-1)\) and \((q-1)m_0=(q-2)/2\),

\[
\begin{aligned}
\frac{\Delta f}{T_c}
&=\frac12\ln\frac q2+\frac12\ln\frac{q}{2(q-1)}-\frac{q-2}{4q}\ln(q-1)\\
&=\ln\frac q2-\frac{3q-2}{4q}\ln(q-1).
\end{aligned}
\]

This is the barrier per atom for a region whose composition changes uniformly while exchanging atoms with its surroundings. It is not a nucleation barrier, which would include an interface.

A stationary rich state needs \(K=L(m)/m\) for some \(m>0\). If \(K\) is below the minimum of \(L(m)/m\), then \(\varphi'>0\) for all \(m>0\) and no such state exists. The upper limit is therefore \(T_s=J/\min_{m>0}[L(m)/m]\), found numerically.

## Part (f)

**Question.** What happens for \(q=2\)?

**Answer.** Now \(L=2\,\mathrm{artanh}\,m\), and stationarity is \(\mathrm{artanh}\,m=Km/2\). The ratio \(\mathrm{artanh}(m)/m\) increases from 1, so a solution with \(m>0\) first appears at \(K=2\), or \(T_c=J/2\). Near it, \(m+m^3/3\simeq Km/2\) gives

\[
m^2\simeq3\left(\frac K2-1\right)\simeq3\left(1-\frac T{T_c}\right).
\]

The transition is continuous. The formulas of part (d) join on smoothly: as \(q\to2\), \(\ln(q-1)\simeq q-2\), so \(T_c\to J/2\) and \(m_*\to0\).

The difference is visible in the expansion \(L=qm-\frac{q(q-2)}2m^2+\dots\), which gives \(\varphi\) the cubic term \(-\frac{(q-1)(q-2)}6m^3\). It favours enrichment in one species over its depletion, and vanishes for \(q=2\), where the two are equivalent.

## Part (g)

**Question.** Evaluate the results for a model alloy with \(q=5\), \(z=12\), \(V=0.020\) eV. When can the mean-field conclusion fail?

**Answer.** Here \(J=12\times0.020=0.240\) eV and \(T_c/J=0.2705\). Therefore

\[
k_BT_c=0.240\times0.2705=0.0649\ \text{eV},
\]

or \(T_c=753\) K. At this temperature \(m\) jumps to \(3/4\): each rich phase contains 80% of one species and 5% of each other species. The latent heat is \(0.240\times9/40=0.0540\) eV per atom, and the entropy jump is \(0.0540/0.0649=0.832\,k_B\) per atom.

The barrier is 0.00099 eV per atom, about 1.5% of \(k_BT_c\). The uniform state is locally stable down to \(k_BT_0=0.240/5=0.0480\) eV; the rich state survives up to \(k_BT_s=0.0673\) eV, where \(m=0.575\). On cooling:

| \(T/T_c\) | \(m\) | rich fraction |
|---|---|---|
| 0.999 | 0.752 | 0.802 |
| 0.95 | 0.828 | 0.863 |
| 0.90 | 0.877 | 0.902 |
| 0.80 | 0.938 | 0.950 |

For comparison, two species at \(T/T_c=0.999\) have \(m=0.055\).

Independent occupations neglect correlations between neighbours, so the calculation settles neither the order of the transition nor its numbers on a given short-range lattice. For the alloy above on a face-centred cubic lattice, a Monte Carlo estimate with 2048 sites still shows a jump, to \(m\approx0.73\), but near 710 K rather than 753 K and with a latent heat near 0.042 eV rather than 0.054 eV. It becomes exact for large \(N\) if every pair of sites is coupled with strength \(J/N\) and the species have equal chemical potentials. With \(n_a=Nx_a\) atoms of species \(a\), the energy is then

\[
\frac J{2N}\Bigl(N^2-\sum_a n_a^2\Bigr)=\frac{NJ}{2}\Bigl(1-\sum_a x_a^2\Bigr),
\]

and Stirling's formula for the number of arrangements supplies the entropy in \(f\). Unequal pair energies remove the permutation symmetry of \(f\), and the formulas for \(T_c\) and \(m_*\) then no longer follow. Unequal overall amounts \(c_a\) leave \(f\) unchanged. If every \(c_a\) exceeds \(1/[q(q-1)]\), then below \(T_c\) the same \(q\) rich phases still reach \(\min f\), in amounts \(w_a=(c_a-x_p)/m\). At \(T_c\) such a mixture already lies below the homogeneous alloy of composition \(\mathbf c\), so demixing begins above \(T_c\).

The numerical check runs local searches from random starting compositions for \(q=3\) to 6, without assuming one rich species, and recovers both boxed results.

## Numbers as computed

```
Unrestricted composition search (dimensionless)
 q  kTc/J search  kTc/J formula  m search  m formula
 3  0.360674      0.360674       0.50000   0.50000
 4  0.303413      0.303413       0.66667   0.66667
 5  0.270505      0.270505       0.75000   0.75000
 6  0.248534      0.248534       0.80000   0.80000
Two species, continuous onset (dimensionless)
 1-T/Tc = 1e-02: m = 0.17251, sqrt law 0.17321
 1-T/Tc = 1e-03: m = 0.05475, sqrt law 0.05477
 1-T/Tc = 1e-04: m = 0.01732, sqrt law 0.01732
Equiatomic three-species alloy, linear program over phases
 T/Tc = 1.02: phases 1, largest fraction 0.3333
 T/Tc = 0.98: rich fraction 0.7167 (grid 1/120), mean field 0.7245
 phase amounts: 0.333 0.333 0.333
All pairs coupled, q = 3, N = 1500: mean of sum x_a^2
 T/Tc = 1.04: exact 0.3381, mean field 0.3333
 T/Tc = 0.96: exact 0.6054, mean field 0.6092
Worked example: q = 5, z = 12, V = 0.020 eV, J = 0.240 eV
 k_B T_c = 0.06492 eV
 T_c = 753.4 K
 jump of m at T_c = 0.75000
 rich fraction = 0.8000, each poor = 0.0500
 latent heat = 0.05400 eV per atom
 entropy jump = 0.83178 k_B per atom
 entropy jump from derivatives = 0.83178 k_B
 uniform barrier at T_c = 0.000987 eV per atom
 uniform state unstable below k_B T = 0.04800 eV
 rich state absent above k_B T = 0.06733 eV
 m at that upper limit = 0.5749
Cooling the five-species alloy
 T/Tc = 0.999: m = 0.7521, rich fraction = 0.8017
 T/Tc = 0.950: m = 0.8281, rich fraction = 0.8625
 T/Tc = 0.900: m = 0.8772, rich fraction = 0.9017
 T/Tc = 0.800: m = 0.9376, rich fraction = 0.9501
```
